# Standard states and symmetry numbers in a bimolecular rate constant, part 1

(Sections cited here and not found follow in the second part.)

## The problem

The reaction H + CH₄ → H₂ + CH₃ passes over a saddle point [H···H···CH₃]‡, in which one C–H bond and the incoming atom lie on the threefold axis of the remaining CH₃ group. Geometries and harmonic wavenumbers were computed by Hartree–Fock theory in the 6-31G basis, restricted for CH₄ and unrestricted for H and the saddle point. The model throughout is the ideal gas with rigid rotors and harmonic vibrations, and conventional transition-state theory without tunnelling or recrossing. The temperature is $T = 298.15$ K, so that $RT = 2.47896$ kJ/mol and $k_BT/h = 6.21244\times10^{12}$ s⁻¹. The two standard states are the pressure $p^\circ = 101325$ Pa (1 atm) and the concentration $c^\circ = 1000$ mol/m³ (1 mol/L, written 1 M). A thermochemistry calculation at 1 atm, with all rotational symmetry numbers properly included, gives

$$\Delta G^\ddagger(1\text{ atm}) = G_\ddagger - G_{\rm H} - G_{\rm CH_4} = 114.43\ \text{kJ/mol}.$$

(a) By how much does the molar Gibbs energy of an ideal gas change when the standard state is changed from 1 atm to 1 M?

(b) What is the rate constant $k$ in L mol⁻¹ s⁻¹, defined by (reactive events per volume and time, in moles) $= k\,c_{\rm H}\,c_{\rm CH_4}$?

(c) What error in $k$ results if the change of standard state is left out?

(d) What error results if every symmetry number is set to 1, and what if only one of them is?

## A tempting solution

(a) One mole at 1 atm fills $RT/p^\circ = 24.4654$ L. Compressing it reversibly to 1 L at fixed temperature costs $RT\ln 24.4654 = 2.47896 \times 3.19726 = 7.926$ kJ/mol.

(b) Going to 1 M raises Gibbs energies by this amount, so the barrier becomes $114.43 + 7.93 = 122.36$ kJ/mol, and the Eyring formula gives

$$k = \frac{k_BT}{h}\,e^{-122.36/2.47896} = 2.27\times10^{-9}\ \text{L mol}^{-1}\text{s}^{-1}.$$

(c) Without the correction the barrier is 114.43 kJ/mol and $k = 5.57\times10^{-8}$ L mol⁻¹ s⁻¹, too large by 24.5.

(d) Methane has symmetry number 12, the atom has 1, and the transition state is a distorted complex on its way to falling apart. Dropping the symmetry numbers makes the rotational partition function of methane 12 times too large and $k$ 12 times too small.

## Where it goes wrong

Part (a) is right. Part (b) adds the shift to a difference of three Gibbs energies as though that difference were the Gibbs energy of one substance. Each of the three terms rises by 7.93 kJ/mol, and two of them carry a minus sign, so the difference falls. The direction can be judged without algebra: the step H + CH₄ → ‡ turns two particles into one, compression favours it, and the standard Gibbs energy of association must be lower at the denser standard state. The units give a second warning. The expression $(k_BT/h)e^{-\Delta G^\ddagger/RT}$ is in s⁻¹, and the label L mol⁻¹ s⁻¹ was attached by hand; the missing factor is a molar volume, and which volume it is decides the whole question. Part (c) inherits the fault and has the direction of the error reversed. Part (d) treats the saddle point as having no symmetry, although it has a threefold axis and enters the rate through a rotational partition function like any other rigid body.

## The Gibbs energy of an ideal gas

Sums over levels are needed several times, and one tool serves for all of them. For a smooth, rapidly decaying $f$, the function $F(s) = \sum_{n=-\infty}^{\infty} f(n+s)$ has period 1. Its Fourier coefficients are $\int_0^1 F(s)e^{-2\pi i m s}ds = \int_{-\infty}^{\infty} f(x)e^{-2\pi i m x}dx$, because the unit intervals join up into the whole line and $e^{-2\pi i m n} = 1$. For $f(x) = e^{ix\varphi - ax^2}$ the integral is Gaussian, equal to $\sqrt{\pi/a}\,e^{-(\varphi-2\pi m)^2/4a}$, and so

$$\sum_{n} e^{i(n+s)\varphi - a(n+s)^2} = \sqrt{\frac{\pi}{a}}\sum_m e^{2\pi i m s}\,e^{-(\varphi - 2\pi m)^2/4a}. \tag{1}$$

This is the Poisson summation formula for a Gaussian.

A particle of mass $m$ between hard walls a distance $L$ apart has levels $h^2n^2/8mL^2$, $n = 1, 2, \dots$ With the thermal wavelength $\Lambda = h/\sqrt{2\pi m k_BT}$ one has $h^2/mk_BT = 2\pi\Lambda^2$, so the Boltzmann exponent is $an^2$ with $a = \pi\Lambda^2/4L^2$. The sum over positive $n$ is half of the sum over all integers less the $n=0$ term. Equation (1) with $\varphi = s = 0$ gives $\sqrt{\pi/a} = 2L/\Lambda$ from $m=0$, the other terms being smaller by at least $e^{-4\pi L^2/\Lambda^2}$. Hence

$$q_1 = \frac{L}{\Lambda} - \frac12, \qquad q_{\rm tr} = q_1^3 \to \frac{V}{\Lambda^3}\quad (L \gg \Lambda). \tag{2}$$

The molecular partition function is $q = (V/\Lambda^3)\,q_{\rm int}\,e^{-E_0/k_BT}$, where $E_0$ is the electronic energy plus the zero-point energy and $q_{\rm int} = q_{\rm el}q_{\rm rot}q_{\rm vib}$ is counted from $E_0$. For $N$ non-interacting identical molecules, dilute enough ($N\Lambda^3/V \ll 1$) that two of them rarely share a level, $Q = q^N/N!$ and $A = -k_BT\ln Q$. Only the factor $V$ in $q$ depends on volume, so $p = -\partial A/\partial V = Nk_BT/V$. The chemical potential is the cost of one more molecule at fixed $V$:

$$\mu = A(N+1) - A(N) = -k_BT\ln\frac{q}{N+1} \to E_0 - k_BT\ln\frac{q_{\rm int}}{n\Lambda^3}, \tag{3}$$

with $n = N/V$. With $\ln N! \approx N\ln N - N$, the Gibbs energy is $G = A + pV = -k_BT(N\ln q - N\ln N + N) + Nk_BT = N\mu$, so the molar Gibbs energy is $N_A\mu$.

A standard state is a choice of $n$. At 1 atm, $n = p^\circ/k_BT$; at 1 M, $n = N_Ac^\circ$. In the difference of the two values of (3), $E_0$, $q_{\rm int}$ and $\Lambda$ cancel, and with $R = N_Ak_B$,

$$\Delta \equiv G^\circ(1\text{ M}) - G^\circ(1\text{ atm}) = RT\ln\frac{N_Ac^\circ}{p^\circ/k_BT} = RT\ln\frac{c^\circ RT}{p^\circ}. \tag{4}$$

The molar volume at 1 atm is $RT/p^\circ = 2478.96/101325 = 2.44654\times10^{-2}$ m³/mol, which multiplied by $c^\circ$ gives 24.4654, with logarithm 3.19726. The answer to (a) is

$$\Delta = 2.47896 \times 3.19726 = 7.926\ \text{kJ/mol} = 1.894\ \text{kcal/mol}.$$

It is positive and the same for every species. It is also purely entropic, since the enthalpy $U + pV$ of an ideal gas depends on temperature alone. The 1 M state is the ideal gas at the pressure $c^\circ RT = 2.479\times10^6$ Pa, a bookkeeping state in which the interactions that a real gas would have at that pressure are absent by definition. The shift belongs to its pair of conditions: from 1 bar it is 7.959 kJ/mol (1.902 kcal/mol), at exactly 298 K it is 7.921 kJ/mol, at 200 K it is 4.653 kJ/mol and at 500 K it is 15.441 kJ/mol.

The numerical check tests (4) without using (2). It sums the box levels explicitly, obtains the pressure from the thermal average of $-\partial E/\partial V$, finds the box that holds $N$ particles at 1 atm, and compares the change of $\ln q$ with $\ln 24.4654$. The remainder is $9.87\times10^{-4}$ for mass 1 u and $N = 10^6$. By (2) the leading correction is proportional to $\Lambda/L$, that is to $m^{-1/2}N^{-1/3}$. The test demands a tenfold fall at $N = 10^9$, where the remainder is $9.87\times10^{-5}$; the value $2.39\times10^{-4}$ at 17 u is smaller than that at 1 u by about $\sqrt{17}$. A second test requires the thermochemistry routine of pyscf, run at $p^\circ$ and at $c^\circ RT$, to give the shift (4) for each of the three species to a relative $10^{-4}$.

## The rate constant and its volume factor

Near the saddle point one normal mode, with coordinate $s$ and mass $m_s$, has negative curvature. Call a complex any A···B system whose $s$ lies in a thin slice of width $\delta s$ at the top. Transition-state theory assumes that systems moving forward through the slice are in equilibrium with the reactants and that each of them ends as products.

Equilibrium of A + B with the complexes means $\mu_{\rm slice} = \mu_A + \mu_B$. Exponentiating (3) for each species gives, for complexes whose momentum along $s$ lies in $dp$,

$$dn_\ddagger = n_An_B\,\frac{q_\ddagger/\Lambda_\ddagger^3}{(q_A/\Lambda_A^3)(q_B/\Lambda_B^3)}\,e^{-\Delta E_0/k_BT}\;\frac{\delta s\,dp}{h}\,e^{-p^2/2m_sk_BT}.$$

Here $q_A$, $q_B$ and $q_\ddagger$ are internal partition functions, $q_\ddagger$ leaves out the unstable mode, $\Delta E_0 = E_{0\ddagger} - E_{0A} - E_{0B}$, and the last factors are the classical partition function of the motion along $s$, with one state per phase-space area $h$. A complex with $p>0$ leaves the slice at the rate $(p/m_s)/\delta s$. The width cancels, and the substitution $y = p^2/2m_s$, $dy = p\,dp/m_s$, gives

$$\int_0^\infty \frac{p}{m_s}\,e^{-p^2/2m_sk_BT}\,\frac{dp}{h} = \frac1h\int_0^\infty e^{-y/k_BT}dy = \frac{k_BT}{h}.$$

Writing $n = N_Ac$ for both reactants and dividing the event rate by $N_A$ to count in moles leaves one factor $N_A$:

$$k = \frac{k_BT}{h}\;N_A\frac{\Lambda_A^3\Lambda_B^3}{\Lambda_\ddagger^3}\;\frac{q_\ddagger}{q_Aq_B}\;e^{-\Delta E_0/k_BT}. \tag{5}$$

No standard state appears, and the molar volume that the units demand is $N_A\Lambda_A^3\Lambda_B^3/\Lambda_\ddagger^3$.

To bring in a Gibbs energy, evaluate (3) for all three species at one reference density $n^\circ$. For each, $e^{-G^\circ/RT} = (q/n^\circ\Lambda^3)e^{-E_0/k_BT}$. In the quotient there is one $1/n^\circ$ above and two below:

$$e^{-\Delta G^\ddagger/RT} = n^\circ\,\frac{\Lambda_A^3\Lambda_B^3}{\Lambda_\ddagger^3}\,\frac{q_\ddagger}{q_Aq_B}\,e^{-\Delta E_0/k_BT}.$$

Comparison with (5) gives $k = (k_BT/h)(N_A/n^\circ)e^{-\Delta G^\ddagger/RT}$, and for the two choices of $n^\circ$,

$$k = \frac{k_BT}{h}\,\frac{1}{c^\circ}\,e^{-\Delta G^\ddagger(1\text{ M})/RT} = \frac{k_BT}{h}\,\frac{RT}{p^\circ}\,e^{-\Delta G^\ddagger(1\text{ atm})/RT}. \tag{6}$$

The volume factor is 1 L/mol in the first form, which is why it is invisible in arithmetic, and 24.4654 L/mol in the second. The two barriers are related by applying (4) term by term:

$$\Delta G^\ddagger(1\text{ M}) = (G_\ddagger + \Delta) - (G_A + \Delta) - (G_B + \Delta) = \Delta G^\ddagger(1\text{ atm}) - \Delta. \tag{7}$$

In general a reaction or activation Gibbs energy changes by $\Delta\nu\cdot\Delta$, where $\Delta\nu$ is the number of particles after the step less the number before. The activation step of a unimolecular reaction, one molecule going to one saddle point, has $\Delta\nu = 0$ and needs no correction; the reaction Gibbs energy of a dissociation into two fragments has $\Delta\nu = +1$ and rises by $\Delta$; a bimolecular association has $\Delta\nu = -1$.

A case with a known answer fixes the sign independently. Let A and B be structureless spheres that react on first touching at distance $d$. The dividing surface is the sphere of radius $d$, there is no barrier, and the complex is a linear rotor with moment of inertia $\mu_r d^2$, where $\mu_r = m_Am_B/(m_A+m_B)$. Its classical partition function is $\int_0^\infty (2J+1)e^{-\Theta J(J+1)/T}dJ = T/\Theta$ with $\Theta = \hbar^2/2\mu_rd^2k_B$, that is $q_\ddagger = 8\pi^2\mu_rd^2k_BT/h^2$. Since $\Lambda\propto m^{-1/2}$, the ratio $\Lambda_A\Lambda_B/\Lambda_\ddagger$ is the wavelength for the mass $\mu_r$. Then (5) reads

$$\frac{k}{N_A} = \frac{k_BT}{h}\cdot\frac{h^3}{(2\pi\mu_rk_BT)^{3/2}}\cdot\frac{8\pi^2\mu_rd^2k_BT}{h^2} = d^2\sqrt{\frac{8\pi k_BT}{\mu_r}} = \pi d^2\sqrt{\frac{8k_BT}{\pi\mu_r}},$$

where $8\pi^2/(2\pi)^{3/2} = \sqrt{8\pi}$ was used. This has the form of kinetic theory, in which a sphere moving at relative speed $v$ sweeps the volume $\pi d^2v$ per unit time, so that $k = N_A\pi d^2\langle v\rangle$. The program evaluates the first form of (6) with (7) and an explicit sum over $J$, and obtains $\langle v\rangle$ by quadrature over the Maxwell distribution. For the round values 20 u, 40 u and $d = 0.3$ nm the results are $1.1719\times10^{11}$ and $1.1716\times10^{11}$ L mol⁻¹ s⁻¹, and agreement to $10^{-3}$ is asserted. The opposite sign in (7) would miss by a factor of 598.6.

## Parts (b) and (c)

By (7), $\Delta G^\ddagger(1\text{ M}) = 114.43 - 7.93$, which the unrounded values give as 106.51 kJ/mol (25.46 kcal/mol, down from 27.35). Then

$$k = 6.21244\times10^{12}\ \text{s}^{-1}\times 1\ \text{L/mol}\times e^{-106.51/2.47896} = 1.36\times10^{-6}\ \text{L mol}^{-1}\text{s}^{-1}.$$

The second form of (6) agrees: $(k_BT/h)e^{-114.43/2.47896} = 5.57\times10^{-8}$ s⁻¹ ($5.567\times10^{-8}$ s⁻¹ with the unrounded barrier), and multiplication of the latter by 24.4654 L/mol gives $1.362\times10^{-6}$ L mol⁻¹ s⁻¹.

Leaving out the shift means combining the exponential of the second form with the volume factor of the first. The result, $5.567\times10^{-8}$ L mol⁻¹ s⁻¹, is too small by $c^\circ RT/p^\circ = 24.47$ relative to the correct $k$ of the same model. The tempting solution has a barrier too high by $2\Delta = 15.852$ kJ/mol and a rate too small by $24.4654^2 = 598.6$, so its correction left it worse off than no correction. Both factors are tested to 0.3 % by comparing (5) with rates from the pyscf Gibbs energies.

The factor of omission is proportional to $T$: 16.4 at 200 K and 41.0 at 500 K. It therefore also affects the slope of an Arrhenius plot. With $E_a = RT^2\,d\ln k/dT$, a missing factor $T$ lowers $E_a$ by $RT^2\cdot(1/T) = RT$, or 2.48 kJ/mol at 298.15 K. For a reaction in solution, (7) converts only the ideal-gas part of the barrier; solvation Gibbs energies must be added, and they must refer to 1 M in both phases for (7) to be the whole correction.

Changing the standard state from 1 atm to 1 M lowers the bimolecular barrier by 7.93 kJ/mol and gives $k = 1.36\times10^{-6}$ L mol⁻¹ s⁻¹ within the model; leaving the change out makes $k$ too small by a factor of 24.47. What remains is the origin of the symmetry numbers, the errors asked for in part (d), and a comparison with the errors of the electronic structure.
